# The cubic Dresselhaus term from tetrahedral symmetry: verification in Python

```python
"""
Result under test: for a spin doublet at the centre of the zone of a Td crystal,
    H(k) = e(k) + Omega(k).sigma,   Omega = gamma * kappa + higher orders,
    kappa = (kx(ky^2-kz^2), ky(kz^2-kx^2), kz(kx^2-ky^2)).
The splitting 2|Omega| vanishes along <100> and <111>; at fixed small |k|
it is largest along <110>, where it equals |gamma| k^3.

Symbols: k wave vector (1/bohr), sigma Pauli matrices, gamma in hartree bohr^3.
The symmetry result is found by averaging over the group Td. Independently, a
16-band tight-binding crystal (two species, s and p orbitals, spin-orbit
coupling) is diagonalized. Hartree atomic units; round model parameters.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)
TETRA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def kappa(k):
    x, y, z = np.moveaxis(np.asarray(k, float), -1, 0)
    return np.stack([x*(y*y - z*z), y*(z*z - x*x), z*(x*x - y*y)], axis=-1)


def unit(v):
    v = np.asarray(v, float)
    return v / np.linalg.norm(v)


# ---------- symmetry: average over all operations of the tetrahedron ----------
def tetrahedral_group():
    vertices = {tuple(v) for v in TETRA}
    group = []
    for perm in itertools.permutations(range(3)):
        for signs in itertools.product([1.0, -1.0], repeat=3):
            R = np.zeros((3, 3))
            for row in range(3):
                R[row, perm[row]] = signs[row]
            if {tuple(R @ v) for v in TETRA} == vertices:
                group.append(R)
    return group


def exponents(degree):
    return np.array([e for e in itertools.product(range(degree + 1), repeat=3)
                     if sum(e) == degree])


def monomials(points, exps):
    return np.prod(points[:, None, :] ** exps[None, :, :], axis=2)


GROUP = tetrahedral_group()
assert len(GROUP) == 24


def invariant_projector(degree):
    """Projector onto axial-vector polynomials Omega(Rk) = det(R) R Omega(k)."""
    exps = exponents(degree)
    pts = rng.normal(size=(120, 3))
    inverse = np.linalg.pinv(monomials(pts, exps))
    P = 0
    for R in GROUP:
        T = inverse @ monomials(pts @ R.T, exps)
        P = P + np.kron(np.linalg.det(R) * R.T, T)
    return P / len(GROUP)


counts = []
for degree in range(6):
    P = invariant_projector(degree)
    assert np.allclose(P @ P, P, atol=1e-9)
    counts.append(int(round(np.trace(P))))
assert counts == [0, 0, 0, 1, 1, 2]

exps3 = exponents(3)
labels3 = [tuple(int(q) for q in e) for e in exps3]
i_xyy, i_xzz = labels3.index((1, 2, 0)), labels3.index((1, 0, 2))
i_xxx = labels3.index((3, 0, 0))
column = invariant_projector(3)[:, i_xyy]
pattern = (column / column[i_xyy]).reshape(3, -1)
test_points = rng.normal(size=(50, 3))
assert np.allclose(monomials(test_points, exps3) @ pattern.T,
                   kappa(test_points), atol=1e-8)

# ---------- angular function: identity, bound and position of its maximum -----
dirs = rng.normal(size=(100000, 3))
dirs /= np.linalg.norm(dirs, axis=1)[:, None]
x, y, z = (dirs ** 2).T
square = np.sum(kappa(dirs) ** 2, axis=1)
assert np.allclose(square, x*y + y*z + z*x - 9*x*y*z, atol=1e-13)
assert np.all(square <= 0.25 - 6.75*x*y*z + 1e-13)

# ---------- microscopic crystal with no Dresselhaus term put in by hand -------
MODEL = dict(a=10.0, es=(-0.30, -0.10), ep=(0.03, 0.13), ss=-0.06,
             sp=0.07, ps=0.09, pps=0.11, ppp=-0.03,
             so=(0.015, 0.006), bond=1.0)
LP = np.zeros((3, 3, 3), complex)
for i, j, l in itertools.permutations(range(3)):
    LP[i, j, l] = -1j * np.linalg.det(np.eye(3)[[i, j, l]])


def hamiltonian(k, m):
    hop = np.zeros((4, 4), complex)
    for v in TETRA:
        b = m["bond"] * v / np.sqrt(3)
        t = np.zeros((4, 4))
        t[0, 0] = m["ss"]
        t[0, 1:] = m["sp"] * b
        t[1:, 0] = -m["ps"] * b
        t[1:, 1:] = (m["pps"] - m["ppp"])*np.outer(b, b) + m["ppp"]*np.eye(3)
        hop += t * np.exp(1j * np.dot(k, m["bond"] * v) * m["a"] / 4)
    h = np.zeros((8, 8), complex)
    h[:4, 4:], h[4:, :4] = hop, hop.conj().T
    for atom in range(2):
        for orb in range(4):
            h[4*atom + orb, 4*atom + orb] = m["ep"][atom] if orb else m["es"][atom]
    H = np.kron(h, np.eye(2))
    for atom in range(2):
        s = slice(8*atom + 2, 8*atom + 8)
        H[s, s] += m["so"][atom]/3 * sum(np.kron(LP[i], PAULI[i]) for i in range(3))
    return H


def splitting(k, m=MODEL):
    e = np.linalg.eigvalsh(hamiltonian(k, m))
    return e[9] - e[8]


def spin_field(k, m=MODEL):
    """Omega(k) from the exact doublet, mapped on the zone-centre spin basis."""
    s_block = np.array([[m["es"][0], 4*m["ss"]], [4*m["ss"], m["es"][1]]])
    orbital = np.zeros((8, 1))
    orbital[[0, 4], 0] = np.linalg.eigh(s_block)[1][:, 1]
    reference = np.kron(orbital, np.eye(2))
    e, U = np.linalg.eigh(hamiltonian(k, m))
    X, overlap, Yh = np.linalg.svd(reference.T @ U[:, 8:10])
    assert overlap.min() > 0.5
    W = X @ Yh
    heff = W @ np.diag(e[8:10] - e[8:10].mean()) @ W.conj().T
    return np.array([0.5*np.trace(s @ heff).real for s in PAULI])


levels = np.linalg.eigvalsh(hamiltonian(np.zeros(3), MODEL))
s_levels = np.linalg.eigvalsh([[MODEL["es"][0], 4*MODEL["ss"]],
                              [4*MODEL["ss"], MODEL["es"][1]]])
assert np.allclose(levels[8:10], s_levels[1], atol=1e-12)
assert levels[8] - levels[7] > 0.01 and levels[10] - levels[9] > 0.01

# all thirty cubic coefficients of Omega, with the next order extrapolated away
k_fit = 0.004
sample = dirs[:60]
scaled = np.array([(4*spin_field(k_fit/2*n)/(k_fit/2)**3
                    - spin_field(k_fit*n)/k_fit**3)/3 for n in sample])
coef = np.linalg.lstsq(monomials(sample, exps3), scaled, rcond=None)[0].T
gamma = np.sum(coef*pattern) / np.sum(pattern**2)
misfit = np.max(np.abs(coef - gamma*pattern)) / abs(gamma)
assert abs(gamma) > 1e-2 and misfit < 1e-3

# splitting in several directions against the cubic law
k_small = 0.002
millers = [(1, 0, 0), (1, 1, 1), (1, 1, 0), (2, 1, 0), (2, 1, 1), (3, 2, 1)]
for d in millers:
    law = 2*abs(gamma)*np.linalg.norm(kappa(k_small*unit(d)))
    assert abs(splitting(k_small*unit(d)) - law) < 0.01*abs(gamma)*k_small**3

# maximum over an octant, from diagonalization alone
k_ex = 0.01
best, best_dir = -1.0, None
for th in np.radians(np.arange(0, 91, 3)):
    for ph in np.radians(np.arange(0, 91, 3)):
        n = np.array([np.sin(th)*np.cos(ph), np.sin(th)*np.sin(ph), np.cos(th)])
        value = splitting(k_ex*n)
        if value > best:
            best, best_dir = value, n
assert np.allclose(np.sort(np.abs(best_dir)), np.sort(unit([1, 1, 0])), atol=1e-9)

# departure from the cubic law grows as k^2
n110 = unit([1, 1, 0])
k_list = [0.005, 0.01, 0.02, 0.04]
departure = [splitting(k*n110)/(abs(gamma)*k**3) - 1 for k in k_list]
assert 3.5 < departure[1]/departure[0] < 4.5

# zeros persist far from the zone centre
large = {}
for k in (0.1, 0.2):
    for d in ((1, 0, 0), (1, 1, 1), (1, 1, 0)):
        large[k, d] = splitting(k*unit(d))
    assert large[k, (1, 0, 0)] < 1e-12 and large[k, (1, 1, 1)] < 1e-12
    assert large[k, (1, 1, 0)] > 1e-7

# origin of gamma: spin-orbit coupling and missing inversion are both needed
k_gen = k_ex*unit([3, 2, 1])
field = spin_field(k_gen)
no_so = spin_field(k_gen, dict(MODEL, so=(0.0, 0.0)))
same = spin_field(k_gen, dict(MODEL, es=(-0.2, -0.2), ep=(0.08, 0.08),
                              sp=0.08, ps=0.08, so=(0.01, 0.01)))
reverse = spin_field(k_gen, dict(MODEL, bond=-1.0))
assert np.linalg.norm(no_so) < 1e-13 and np.linalg.norm(same) < 1e-13
assert np.allclose(reverse, -field, atol=1e-13)
assert np.linalg.norm(field) > 1e-9

# ---------- printed numbers ---------------------------------------------------
print("operations in Td:", len(GROUP))
for degree, number in enumerate(counts):
    print(f"Td-allowed spin terms of degree {degree} in k: {number}")
print(f"invariant, Omega_x: kx ky^2 {pattern[0, i_xyy]:+.3f}, "
      f"kx kz^2 {pattern[0, i_xzz]:+.3f}")
print(f"lattice constant: {MODEL['a']:.1f} bohr")
print("s energies, atoms 1, 2:", MODEL["es"], "hartree")
print("p energies, atoms 1, 2:", MODEL["ep"], "hartree")
print("hopping ss-sigma:", MODEL["ss"], "hartree")
print("hopping s1-p2, p1-s2 (sigma):", MODEL["sp"], MODEL["ps"], "hartree")
print("hopping pp-sigma, pp-pi:", MODEL["pps"], MODEL["ppp"], "hartree")
print("p spin-orbit splittings, atoms 1, 2:", MODEL["so"], "hartree")
print(f"conduction doublet at k=0: {levels[8]:.5f} hartree")
print(f"gap at k=0: {levels[8]-levels[7]:.5f} hartree")
print(f"fitted gamma: {gamma:.4f} hartree bohr^3")
print(f"fitted Omega_x: kx ky^2 {coef[0, i_xyy]:.4f}, kx kz^2 "
      f"{coef[0, i_xzz]:.4f} hartree bohr^3")
print(f"largest misfit of 30 coefficients / |gamma|: {misfit:.1e}")
print(f"example |k|: {k_ex} 1/bohr")
print("direction, |kappa|/k^3, cubic law, diagonalization (hartree):")
for d in millers:
    size = np.linalg.norm(kappa(unit(d)))
    print(f"  {d}  {size:.4f}  {2*abs(gamma)*size*k_ex**3:.4e}  "
          f"{splitting(k_ex*unit(d)):.4e}")
print(f"[110] splitting, diagonalized: {splitting(k_ex*n110)*HARTREE_EV*1e3:.4f} meV")
om = spin_field(k_ex*n110)
print("Omega along [110]:", " ".join(f"{v:+.3e}" for v in om), "hartree")
print("octant scan, direction of maximum:", np.round(best_dir, 4))
for k, dev in zip(k_list, departure):
    print(f"[110] departure from cubic law at k={k} 1/bohr: {100*dev:+.3f} %")
for (k, d), value in large.items():
    print(f"splitting at k={k} 1/bohr along {d}: {value:.2e} hartree")
print(f"|Omega| along (3,2,1), full model: {np.linalg.norm(field):.3e} hartree")
print(f"|Omega| without spin-orbit: {np.linalg.norm(no_so):.1e} hartree")
print(f"|Omega| with identical atoms: {np.linalg.norm(same):.1e} hartree")
print(f"Omega_x, bonds as given / reversed: {field[0]:+.3e} / {reverse[0]:+.3e} hartree")
print("all assertions hold")
```

Running it gives:

```
operations in Td: 24
Td-allowed spin terms of degree 0 in k: 0
Td-allowed spin terms of degree 1 in k: 0
Td-allowed spin terms of degree 2 in k: 0
Td-allowed spin terms of degree 3 in k: 1
Td-allowed spin terms of degree 4 in k: 1
Td-allowed spin terms of degree 5 in k: 2
invariant, Omega_x: kx ky^2 +1.000, kx kz^2 -1.000
lattice constant: 10.0 bohr
s energies, atoms 1, 2: (-0.3, -0.1) hartree
p energies, atoms 1, 2: (0.03, 0.13) hartree
hopping ss-sigma: -0.06 hartree
hopping s1-p2, p1-s2 (sigma): 0.07 0.09 hartree
hopping pp-sigma, pp-pi: 0.11 -0.03 hartree
p spin-orbit splittings, atoms 1, 2: (0.015, 0.006) hartree
conduction doublet at k=0: 0.06000 hartree
gap at k=0: 0.05894 hartree
fitted gamma: 1.8842 hartree bohr^3
fitted Omega_x: kx ky^2 1.8842, kx kz^2 -1.8842 hartree bohr^3
largest misfit of 30 coefficients / |gamma|: 7.6e-08
example |k|: 0.01 1/bohr
direction, |kappa|/k^3, cubic law, diagonalization (hartree):
  (1, 0, 0)  0.0000  0.0000e+00  5.5511e-17
  (1, 1, 1)  0.0000  0.0000e+00  4.1633e-17
  (1, 1, 0)  0.5000  1.8842e-06  1.8514e-06
  (2, 1, 0)  0.4000  1.5073e-06  1.4824e-06
  (2, 1, 1)  0.2887  1.0878e-06  1.0706e-06
  (3, 2, 1)  0.3632  1.3687e-06  1.3459e-06
[110] splitting, diagonalized: 0.0504 meV
Omega along [110]: +6.546e-07 -6.546e-07 -6.380e-17 hartree
octant scan, direction of maximum: [0.7071 0.7071 0.    ]
[110] departure from cubic law at k=0.005 1/bohr: -0.441 %
[110] departure from cubic law at k=0.01 1/bohr: -1.739 %
[110] departure from cubic law at k=0.02 1/bohr: -6.579 %
[110] departure from cubic law at k=0.04 1/bohr: -21.687 %
splitting at k=0.1 1/bohr along (1, 0, 0): 8.33e-17 hartree
splitting at k=0.1 1/bohr along (1, 1, 1): 6.94e-17 hartree
splitting at k=0.1 1/bohr along (1, 1, 0): 6.95e-04 hartree
splitting at k=0.2 1/bohr along (1, 0, 0): 8.33e-17 hartree
splitting at k=0.2 1/bohr along (1, 1, 1): 8.33e-17 hartree
splitting at k=0.2 1/bohr along (1, 1, 0): 1.54e-03 hartree
|Omega| along (3,2,1), full model: 6.729e-07 hartree
|Omega| without spin-orbit: 3.5e-17 hartree
|Omega| with identical atoms: 1.6e-16 hartree
Omega_x, bonds as given / reversed: +3.179e-07 / -3.179e-07 hartree
all assertions hold
```
